# Splitting of donor 2p± states by a field along the valley axis

## Splitting of the 2p± donor levels in a magnetic field

### What symmetry and dimensions allow

Consider a shallow donor electron in one conduction-band valley with an ellipsoidal mass: $m_t$ for the two directions perpendicular to the valley axis, $m_l$ along it. Take $z$ along the axis and apply a field $\mathbf B=B\hat{\mathbf z}$. The donor potential is unchanged by rotations about $z$, so states can be labelled by the integer $m$, where $m\hbar$ is the angular momentum about $z$. The states $2p_\pm$ have $m=\pm1$ and are degenerate at $B=0$. We want

$$\Delta(B)=E(2p_+)-E(2p_-). \tag{1}$$

Reflect the system in the plane $y=0$. The masses and the potential do not change, but both $m$ and $B$ change sign. Hence $E_m(B)=E_{-m}(-B)$, and

$$\Delta(-B)=-\Delta(B). \tag{2}$$

The splitting is odd in the field. For a Coulomb potential with permittivity $\varepsilon$, the natural length and the dimensionless field are

$$a=\frac{4\pi\varepsilon\hbar^2}{m_te^2},\qquad b=\frac{eBa^2}{\hbar}. \tag{3}$$

The natural energy is $\hbar^2/(m_ta^2)$, and $b$ times this energy is $\hbar eB/m_t$. Dimensions and equation (2) therefore give

$$\Delta=\frac{\hbar eB}{m_t}\,F\!\left(b,\frac{m_t}{m_l}\right),\qquad F(-b)=F(b). \tag{4}$$

They cannot determine $F$, which might depend on the field, the permittivity and the mass ratio. The Hamiltonian shows that $F=1$.

### The Hamiltonian

The electron has charge $-e$, with $e>0$. The field enters through the replacement $\mathbf p\to\boldsymbol\pi=\mathbf p+e\mathbf A$, and

$$H=\frac{\pi_x^2+\pi_y^2}{2m_t}+\frac{\pi_z^2}{2m_l}+V(\rho,z),\qquad \rho^2=x^2+y^2. \tag{5}$$

This is single-valley effective-mass theory. It assumes a parabolic band and neglects coupling between valleys, spin-orbit coupling and coupling to phonons. In a real crystal, band nonparabolicity at high field and, in polar materials, coupling to optical phonons make the splitting depart from the result derived below. The potential need not be Coulombic, but it must be axially symmetric. We also take it to be even in $z$, so that states have a definite parity under $z\to-z$; the $2p_\pm$ states are even. At finite field, $2p_\pm$ denotes the lowest even state with $m=\pm1$.

Choose the symmetric gauge,

$$\mathbf A=\frac B2(-y,\,x,\,0), \tag{6}$$

whose curl is $B\hat{\mathbf z}$. Since $A_z=0$, we have $\pi_z=p_z$, and the field enters only the part of $H$ that contains $m_t$. The other components are

$$\pi_x=p_x-\frac{eB}{2}y,\qquad \pi_y=p_y+\frac{eB}{2}x. \tag{7}$$

In squaring them the operator order must be kept:

$$\pi_x^2=p_x^2-\frac{eB}{2}(p_xy+yp_x)+\frac{e^2B^2}{4}y^2
=p_x^2-eB\,yp_x+\frac{e^2B^2}{4}y^2, \tag{8}$$

$$\pi_y^2=p_y^2+\frac{eB}{2}(p_yx+xp_y)+\frac{e^2B^2}{4}x^2
=p_y^2+eB\,xp_y+\frac{e^2B^2}{4}x^2. \tag{9}$$

The second forms follow because $p_x$ commutes with $y$ and $p_y$ commutes with $x$. Adding them gives

$$\pi_x^2+\pi_y^2=p_x^2+p_y^2+eB\,L_z+\frac{e^2B^2}{4}\rho^2,\qquad L_z=xp_y-yp_x. \tag{10}$$

Divide by $2m_t$ and define the transverse cyclotron frequency $\omega_c=eB/m_t$. The linear term becomes $\omega_cL_z/2$. In the quadratic term, $e^2B^2/(8m_t)=m_t\omega_c^2/8$. Thus

$$H=H_0+\frac{\omega_c}{2}L_z+\frac{m_t\omega_c^2}{8}\rho^2, \tag{11}$$

where $H_0$ is the Hamiltonian at $B=0$.

### The splitting at any field

Each term of (11) is unchanged by rotation about $z$, so $H$ commutes with $L_z$. Its eigenstates can be written as

$$\psi=e^{im\phi}f(\rho,z),\qquad L_z\psi=m\hbar\psi. \tag{12}$$

In cylindrical coordinates,

$$p_x^2+p_y^2=-\hbar^2\left(\frac{\partial^2}{\partial\rho^2}+\frac1\rho\frac{\partial}{\partial\rho}+\frac1{\rho^2}\frac{\partial^2}{\partial\phi^2}\right). \tag{13}$$

The last derivative acts on $e^{im\phi}$ and gives $-m^2$. Inserting (12) in $H\psi=E\psi$, cancelling the phase factor and moving the constant from $L_z$ to the right, we find

$$\left[-\frac{\hbar^2}{2m_t}\left(\frac{\partial^2}{\partial\rho^2}+\frac1\rho\frac{\partial}{\partial\rho}-\frac{m^2}{\rho^2}\right)-\frac{\hbar^2}{2m_l}\frac{\partial^2}{\partial z^2}+V+\frac{m_t\omega_c^2}{8}\rho^2\right]f=\left(E-\frac{m\hbar\omega_c}{2}\right)f. \tag{14}$$

The operator on the left contains $m$ only as $m^2$. The boundary conditions, regularity on the axis and normalizability, are also the same for $m$ and $-m$. The two signs therefore have the same functions $f$ and the same eigenvalues. Call the lowest eigenvalue for functions even in $z$ $\epsilon_{|m|}(B)$. Then

$$E_m(B)=\epsilon_{|m|}(B)+\frac{m\hbar\omega_c}{2}. \tag{15}$$

For $m=\pm1$ the unknown $\epsilon_1(B)$ cancels in the difference:

$$\boxed{E(2p_+)-E(2p_-)=\hbar\omega_c=\frac{\hbar eB}{m_t}} \tag{16}$$

No expansion in $B$ was made. The longitudinal mass and the potential affect $\epsilon_1(B)$, and so the position of the pair, but not its splitting. The state $2p_+$ lies higher for $B>0$ because the electron's charge is negative, which made the coefficient of $L_z$ in (11) positive.

Spin adds the same Zeeman energy to both levels when states of equal spin are compared. Two optical transitions from a common initial state to $2p_+$ and $2p_-$, with the same final spin, are therefore separated by $\hbar\omega_c$ in this model.

### Weak field: the shift of the pair

The mean energy of the two levels is $\epsilon_1(B)$. In weak field the $\rho^2$ term can be treated to first order, which gives

$$\epsilon_1(B)\simeq\epsilon_1(0)+\frac{e^2B^2}{8m_t}\langle\rho^2\rangle_0. \tag{17}$$

The average is taken in the zero-field $2p_\pm$ state and has the same value for both signs. This diamagnetic shift raises both levels equally.

Equation (17) also gives an upper bound at any field. The quantity $\epsilon_1(B)$ is the lowest eigenvalue of the operator in (14) for its symmetry. The variational principle says that it cannot exceed the expectation value of that operator in the zero-field function, which is the right-hand side of (17). The true shift therefore cannot rise above the quadratic estimate.

### Strong field: distance from the Landau levels

Far from the donor along $z$, let $V\to0$. The transverse motion in (14) is then a two-dimensional harmonic oscillator of frequency $\omega_c/2$. Its lowest energy for given $|m|$ is $(|m|+1)\hbar\omega_c/2$. Adding $m\hbar\omega_c/2$ gives the energy at which the continuum with that $m$ begins:

$$E^{\rm edge}_m=\frac{\hbar\omega_c}{2}\left(|m|+m+1\right). \tag{18}$$

Thus

$$E^{\rm edge}_{-1}=\tfrac12\hbar\omega_c,\qquad E^{\rm edge}_{+1}=\tfrac32\hbar\omega_c. \tag{19}$$

These are the two lowest Landau levels, and they too differ by $\hbar\omega_c$. By (15), each $2p$ state lies below its own edge by the same energy,

$$W=\hbar\omega_c-\epsilon_1(B). \tag{20}$$

The donor potential lowers both states equally, so the spacing of the free-electron levels survives. If $\hbar\omega_c>W$, the $2p_+$ level lies above the lowest Landau edge. It still cannot decay into the $m\le0$ continua that begin there, because (11) conserves $L_z$. A perturbation that breaks axial symmetry can remove this protection.

### A tilted field

Let the field make an angle $\theta$ with the valley axis, $\mathbf B=B(\sin\theta,0,\cos\theta)$. With $\mathbf A=\frac12\mathbf B\times\mathbf r$,

$$\mathbf A=\frac B2\left(-y\cos\theta,\;x\cos\theta-z\sin\theta,\;y\sin\theta\right). \tag{21}$$

Each component $A_i$ is independent of its own coordinate, so it commutes with $p_i$. The part of $H$ linear in $B$ is $\sum_i eA_ip_i/m_i$, or

$$H_1=\frac{eB\cos\theta}{2m_t}L_z+\frac{eB\sin\theta}{2}\left(\frac{yp_z}{m_l}-\frac{zp_y}{m_t}\right). \tag{22}$$

The second term is odd under $z\to-z$. Both $2p_\pm$ states are even, so all its matrix elements within the pair vanish. The first term has diagonal elements $\pm\hbar eB\cos\theta/(2m_t)$ and no off-diagonal ones. To first order,

$$|\Delta|=\frac{\hbar eB}{m_t}|\cos\theta|. \tag{23}$$

This requires the magnetic energies to be small compared with the distance to $2p_0$ and other levels that the odd term can mix in. The angle must also not be too close to $90^\circ$: there the linear splitting vanishes, and the terms quadratic in $B$, which (23) leaves out, can dominate even in a weak field. If $m_l=m_t$ and $V$ is spherical, $2p_0$ is degenerate with $2p_\pm$ and (23) does not apply. There is then no preferred valley axis; one takes $z$ along $\mathbf B$ and recovers (16).

In a crystal with valleys along the three cubic axes and $\mathbf B$ along one of them, (16) describes the valleys on that axis. For the others $\theta=90^\circ$, and their $2p_\pm$ pairs have no linear splitting.

### Unequal transverse masses

If the two transverse masses are $m_x\ne m_y$, the linear term for $\mathbf B\parallel z$ is

$$\frac{eB}{2}\left(\frac{xp_y}{m_y}-\frac{yp_x}{m_x}\right), \tag{24}$$

which is not proportional to $L_z$. The kinetic energy also lacks axial symmetry. The zero-field states are now real functions of $p_x$ and $p_y$ type, separated by a gap $\delta$. Operator (24) is Hermitian and purely imaginary, so its expectation value in a real state is zero. It can only couple the two states, with an element of magnitude $\kappa B$. If other states and the $B^2$ terms are neglected, the two-state matrix has the splitting

$$|\Delta|\simeq\sqrt{\delta^2+4\kappa^2B^2}. \tag{25}$$

It starts from $\delta$ with no linear term. For $\kappa B\ll\delta$ the rise, $2\kappa^2B^2/\delta$, is of the same order in $B$ as the neglected terms, and $\kappa$ itself depends on the gauge because the two states are not degenerate. Equation (25) therefore shows the form of the splitting rather than a controlled value. The derivation of (16) used the axial symmetry of both the masses and the potential about the field direction. One exception survives unequal masses: if $V$ depends on $x$ and $y$ only through $m_xx^2+m_yy^2$, an area-preserving rescaling of $x$ and $y$ restores the symmetry, and (16) holds with $m_t$ replaced by $\sqrt{m_xm_y}$.

### A numerical example

Take a model Coulomb donor with $m_t=0.25\,m_e$, $m_l=0.75\,m_e$ and relative permittivity 10. Equation (3) gives $a=2.117$ nm, and the energy unit is $\hbar^2/(m_ta^2)=68.03$ meV. The levels below were found by diagonalizing $H$ in a basis of harmonic polynomials of odd degree up to 7 (up to 5 for the tilted fields), multiplied by Gaussians. Energies are measured from the zero-field band edge.

At $B=0$ the pair lies at $-10.26$ meV. Raising the highest degree from 5 to 7 lowers it by 0.002 meV. At 10 T, $b=0.06807$, and (16) gives

$$\hbar\omega_c=0.06807\times68.03\ {\rm meV}=4.631\ {\rm meV}, \tag{26}$$

which corresponds to 1.120 THz. Using $m_l$ instead would give 1.544 meV. The diagonalization yields:

| $B$ (T) | $E(2p_-)$ (meV) | $E(2p_+)$ (meV) | Splitting (meV) | Mean shift (meV) |
|---:|---:|---:|---:|---:|
| 1 | −10.48 | −10.02 | 0.463 | 0.007 |
| 10 | −11.90 | −7.27 | 4.631 | 0.675 |
| 40 | −12.47 | 6.06 | 18.523 | 7.050 |

At 10 T the mean is $-10.255+0.675=-9.580$ meV; the finite basis leaves the last digit of the level positions uncertain by about one unit. Adding and subtracting half the splitting, 2.315 meV, reproduces the two levels. The splitting is more accurate than the separate levels: the finite basis is itself unchanged by rotations about $z$ and by reflection, so the cancellation in (16) holds within it. Agreement of the splitting is therefore no measure of how well the levels have converged.

For the weak-field shift, $\langle\rho^2\rangle_0=83.85$ nm². In the present units (17) becomes $(b^2/8)(\langle\rho^2\rangle_0/a^2)$ times the energy unit. At 1 T,

$$\frac{(0.006807)^2}{8}\,\frac{83.85}{(2.117)^2}\times68.03\ {\rm meV}=0.0074\ {\rm meV}, \tag{27}$$

in agreement with the computed shift. Quadratic scaling would give 0.74 meV at 10 T and 11.8 meV at 40 T. The computed values, 0.675 and 7.05 meV, lie below these, as the variational bound requires.

At 40 T the $2p_+$ level is above the zero-field band edge, but that is no longer the edge of the continuum. From (19), the edges for $m=-1$ and $m=+1$ are at 9.26 and 27.78 meV. The two states lie below them by $9.26+12.47=21.73$ meV and $27.78-6.06=21.72$ meV, equal within rounding, as (20) states. Since this exceeds $\hbar\omega_c=18.52$ meV, $2p_+$ is still below the lowest Landau edge.

To change the potential near the donor, add $-U e^{-r^2/a^2}$ with $U=68.03$ meV. At 10 T this moves the mean of the pair by $-1.65$ meV, while the splitting stays at 4.631 meV.

Tilting a field of 0.1 T by $60^\circ$ gives a computed splitting of 0.0232 meV, the value expected from (23). At $90^\circ$ it is only about $4.2\times10^{-5}$ meV, and doubling the field raises it by a factor of 4.00, to about $1.7\times10^{-4}$ meV. This factor shows that the remaining splitting is quadratic in this range.

Finally, replace the transverse masses by $m_x=0.20\,m_e$ and $m_y=0.30\,m_e$. The pair is already split by 1.745 meV at zero field, and by 1.809 meV at 1 T. The cyclotron energy $\hbar eB/\sqrt{m_xm_y}$ at 1 T is 0.47 meV. The small increase from a finite gap has the form suggested by (25), and the splitting no longer measures the cyclotron energy directly.
